# Substrate Thermal Conductivity from the Three-Omega Slope of a Narrow Heater: a numerical check

```python
"""
Three-omega method: narrow line heater on a thick substrate.

Result under test: for |q| b << 1 the strip-averaged temperature amplitude is
  theta = P/(pi L k) * [3/2 - gamma - ln(q b)],   q = sqrt(i Omega / D),
so d Re(theta)/d ln(frequency) = -P/(2 pi L k), and the slope of the in-phase
third-harmonic voltage gives the substrate conductivity k.

Symbols: b half-width of heater, L its length, P power amplitude at the heating
frequency Omega = 2*omega = 4*pi*f (f = current frequency), k conductivity,
C heat capacity per volume, D = k/C, gamma Euler's constant, x = |q| b.
"response" means theta*L/P in K m/W. Time factor exp(+i Omega t). SI units inside.
"""
import numpy as np
from scipy import constants, integrate, sparse, special
from scipy.sparse.linalg import spsolve

# ---- example: rough typical values for display glass and a thin metal line
k_sub, C_sub, depth = 1.1, 1.9e6, 0.7e-3
b_heat, L_heat = 5e-6, 5e-3
R0, alpha, I_rms = 150.0, 3e-3, 6e-3
k_film, C_film, t_film = 1.4, 2.8e6, 100e-9      # rough, amorphous oxide film
C_metal, t_metal = 2.4e6, 100e-9                 # rough, metal line
k_air, D_air = 0.026, 2.2e-5                     # rough, air near 300 K
T_room = 300.0
h_rad = 4 * constants.sigma * T_room**3          # black surface, upper bound
D_sub = k_sub / C_sub
gamma = np.euler_gamma
freqs = np.geomspace(3.0, 30.0, 7)


def panels(edges, order=12):
    """Composite Gauss-Legendre nodes and weights."""
    node, weight = np.polynomial.legendre.leggauss(order)
    mid, half = (edges[1:] + edges[:-1]) / 2, np.diff(edges) / 2
    return ((mid[:, None] + half[:, None] * node).ravel(),
            (half[:, None] * weight).ravel())


# Nodes in y = lambda*b; far out, sin^2 is replaced by its mean value 1/2.
y1, w1 = panels(np.concatenate([[0.0], np.geomspace(1e-5, np.pi, 60),
                                np.pi * np.arange(2, 201)]))
y2, w2 = panels(np.geomspace(200 * np.pi, 1e7, 40))
Y_NODES = np.concatenate([y1, y2])
Y_WEIGHTS = np.concatenate([w1 * (np.sin(y1) / y1)**2, w2 * 0.5 / y2**2])


def tanh_safe(z):
    e = np.exp(-2 * z)
    return (1 - e) / (1 + e)


def response(Omega, b=b_heat, C=C_sub, film=None, sink_depth=None,
             air=False, h=0.0, metal=False):
    """Fourier-space response, with optional effects left out of the ideal model."""
    lam = Y_NODES / b
    g = np.sqrt(lam**2 + 1j * Omega * C / k_sub)
    Z = 1 / (k_sub * g)
    if sink_depth is not None:                   # back face held at constant T
        Z = Z * tanh_safe(g * sink_depth)
    if film is not None:
        kf, Cf, t = film
        gf = np.sqrt(lam**2 + 1j * Omega * Cf / kf)
        th = tanh_safe(gf * t)
        Z = (Z + th / (kf * gf)) / (1 + Z * kf * gf * th)
    Y = 1 / Z + h
    if air:
        Y = Y + k_air * np.sqrt(lam**2 + 1j * Omega / D_air)
    z = np.sum(Y_WEIGHTS / Y) / (np.pi * b)
    if metal:
        z = z / (1 + 1j * Omega * C_metal * t_metal * 2 * b * z)
    return z


def strip_average(x):
    """Real-space average of K0 over the strip, q b = x exp(i pi/4)."""
    qb = x * np.exp(0.25j * np.pi)

    def f(u):
        return 2 * (1 - u) * special.kv(0, 2 * qb * u)
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    re = integrate.quad(lambda u: f(u).real, 0, 1, **opts)[0]
    im = integrate.quad(lambda u: f(u).imag, 0, 1, **opts)[0]
    return re + 1j * im


def x_of(f):
    return b_heat * np.sqrt(4 * np.pi * f / D_sub)


def k_from_slope(values, f=freqs):
    return -1 / (2 * np.pi * np.polyfit(np.log(f), np.real(values), 1)[0])


def sweep(f=freqs, **options):
    return np.array([response(4 * np.pi * v, **options) for v in f])


# ---- heat equation solved on a grid, straight from its definition
def grid_response(Omega, extent):
    n_in, growth = 30, 1.06
    h0 = b_heat / n_in
    n_out = int(np.log(1 + (growth - 1) * extent / h0) / np.log(growth)) + 1
    outer = h0 * growth**np.arange(n_out)
    dx, dz = np.concatenate([np.full(n_in, h0), outer]), outer

    def conduction(d):
        link = 2 / (d[1:] + d[:-1])
        diag = np.zeros(len(d))
        diag[1:] += link
        diag[:-1] += link
        return sparse.diags([-link, diag, -link], [-1, 0, 1])
    X, Z = sparse.diags(dx), sparse.diags(dz)
    A = (k_sub * (sparse.kron(conduction(dx), Z) + sparse.kron(X, conduction(dz)))
         + 1j * Omega * C_sub * sparse.kron(X, Z)).tocsc()
    flux = 1 / (2 * b_heat)
    source = np.zeros((len(dx), len(dz)), complex)
    source[:n_in, 0] = flux * dx[:n_in]
    T = spsolve(A, source.ravel()).reshape(source.shape)
    return T[:n_in, 0].mean() + flux * dz[0] / (2 * k_sub)


f_lo, f_hi = freqs[0], freqs[-1]
pen_lo, pen_hi = (np.sqrt(D_sub / (4 * np.pi * f)) for f in (f_lo, f_hi))
grid = [grid_response(4 * np.pi * f, 14 * pen_lo) for f in (f_lo, f_hi)]
for f, value in zip((f_lo, f_hi), grid):
    exact = strip_average(x_of(f)) / (np.pi * k_sub)
    assert abs(value / exact - 1) < 0.005        # grid error
    assert abs(response(4 * np.pi * f) / exact - 1) < 1e-6
k_grid = k_from_slope(grid, np.array([f_lo, f_hi]))
assert abs(k_grid / k_sub - 1) < 0.01

# ---- small-x expansion: constant, phase, and first correction
x_test = 0.05
J = strip_average(x_test)
in_phase_rest = J.real - (1.5 - gamma - np.log(x_test))
out_phase_rest = J.imag + np.pi / 4
assert abs(in_phase_rest / (np.pi * x_test**2 / 24) - 1) < 0.01
predicted = x_test**2 / 6 * (19 / 12 - gamma - np.log(x_test))
assert abs(out_phase_rest / predicted - 1) < 0.01
step = 0.05                                      # step in ln(frequency)
local_slope = (strip_average(x_test * np.exp(step / 2)).real
               - strip_average(x_test * np.exp(-step / 2)).real) / (2 * step)
slope_loss = 1 - local_slope / (-0.5)
assert abs(slope_loss / (np.pi * x_test**2 / 12) - 1) < 0.02

# ---- slope gives k, whatever the width and heat capacity
ideal = sweep()
k_fit = k_from_slope(ideal)
assert abs(k_fit / k_sub - 1) < 0.005
k_half_width = k_from_slope(sweep(b=b_heat / 2))
k_more_C = k_from_slope(sweep(C=1.5 * C_sub))
assert abs(k_half_width / k_sub - 1) < 0.005
assert abs(k_more_C / k_sub - 1) < 0.005
k_fast = k_from_slope(sweep(freqs * 1000), freqs * 1000)
assert k_fast > 1.3 * k_sub                      # law must fail for x > 1


# ---- sampled electrical waveform with resistance feeding back on heating
def third_harmonic(f, current):
    n = 64
    phase = 2 * np.pi * np.arange(n) / n
    i_t = np.sqrt(2) * current * np.cos(phase)
    transfer = np.zeros(n // 2 + 1, complex)
    transfer[0] = response(0.0, sink_depth=depth)
    for m in (2, 4, 6, 8):
        transfer[m] = response(m * 2 * np.pi * f)
    T = np.zeros(n)
    for _ in range(12):
        power = i_t**2 * R0 * (1 + alpha * T)
        T = np.fft.irfft(np.fft.rfft(power) * transfer / L_heat, n)
    v_t = i_t * R0 * (1 + alpha * T)
    return np.fft.rfft(v_t)[3] * 2 / n / np.sqrt(2), T.mean()


def k_from_voltage(v3, current):
    slope = np.polyfit(np.log(freqs), np.real(v3), 1)[0]
    return -alpha * (current * R0)**3 / (4 * np.pi * L_heat * R0 * slope)


weak = I_rms / 100
v3_weak = np.array([third_harmonic(f, weak)[0] for f in freqs])
theta_weak = weak**2 * R0 / L_heat * ideal
assert np.allclose(v3_weak, 0.5 * weak * R0 * alpha * theta_weak, rtol=1e-4, atol=0)
assert abs(k_from_voltage(v3_weak, weak) / k_fit - 1) < 1e-4
full = [third_harmonic(f, I_rms) for f in freqs]
k_feedback = k_from_voltage([v for v, _ in full], I_rms)
dc_rise = full[0][1]


# ---- film: shifts the line, hardly tilts it
def film_shift(kf, t):
    return t / (2 * b_heat) * (1 / kf - kf / k_sub**2)


for kf in (k_film, 0.3):
    thin = response(4 * np.pi * f_lo, film=(kf, C_film, 10e-9)) - ideal[0]
    assert abs(thin.real / film_shift(kf, 10e-9) - 1) < 0.04   # finite t and x
same = response(4 * np.pi * f_lo, film=(k_sub, C_sub, t_film))
assert abs(same / ideal[0] - 1) < 1e-10
film_option = (k_film, C_film, t_film)
with_film = sweep(film=film_option)
k_with_film = k_from_slope(with_film)
assert abs(k_with_film / k_fit - 1) < 0.003

# ---- air above: the slope gives the sum of the two conductivities
k_with_air = k_from_slope(sweep(air=True))
assert abs((k_with_air - k_fit) / k_air - 1) < 0.1


# ---- finite length: average over a finite line of point sources
def length_deficit(f):
    q, r = np.sqrt(4j * np.pi * f / D_sub), b_heat

    def g(u):
        return 2 * (1 - r * np.sinh(u) / L_heat) * np.exp(-q * r * np.cosh(u))
    top = np.arcsinh(L_heat / r)
    total = (integrate.quad(lambda u: g(u).real, 0, top, limit=300)[0]
             + 1j * integrate.quad(lambda u: g(u).imag, 0, top, limit=300)[0])
    return (total - 2 * special.kv(0, q * r)) / (2 * np.pi * k_sub)


q_all = np.sqrt(4j * np.pi * freqs / D_sub)
end_loss = -1 / (np.pi * k_sub * q_all * L_heat)
for j in (0, -1):
    formula = end_loss[j] * np.exp(-q_all[j] * b_heat)   # observed at distance b
    assert abs(length_deficit(freqs[j]) / formula - 1) < 1e-3
k_with_ends = k_from_slope(ideal + end_loss)

# ---- remaining neglected effects
k_with_sink = k_from_slope(sweep(sink_depth=depth))
k_with_metal = k_from_slope(sweep(metal=True))
k_with_rad = k_from_slope(sweep(h=h_rad))
k_linear_all = k_from_slope(end_loss + sweep(
    film=film_option, sink_depth=depth, air=True, h=h_rad, metal=True))

# ---- worked numbers
P = I_rms**2 * R0
V1 = I_rms * R0
theta = P / L_heat * ideal
V3 = 0.5 * V1 * alpha * theta
k_two_point = (alpha * V1**3 * np.log(f_hi / f_lo)
               / (4 * np.pi * L_heat * R0 * (V3[0].real - V3[-1].real)))
scale = P / (np.pi * L_heat * k_sub)
theta_log = scale * (1.5 - gamma - np.log(x_of(f_lo)))


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def change(label, k_value, base=k_fit):
    print(f"k change, {label}: {100 * (k_value / base - 1):+.3f} %")


show("substrate k (input)", k_sub, "W/(m K)")
show("substrate C (input)", C_sub / 1e6, "J/(cm3 K)")
show("substrate thickness", depth * 1e3, "mm")
show("diffusivity D", D_sub * 1e6, "mm2/s")
show("heater width 2b", 2 * b_heat * 1e6, "um")
show("heater length L", L_heat * 1e3, "mm")
show("resistance R0", R0, "ohm")
show("temperature coefficient alpha", alpha, "1/K")
show("rms current", I_rms * 1e3, "mA")
show("rms voltage V1", V1, "V")
show("power amplitude P", P * 1e3, "mW")
show("P/(pi L k)", scale, "K")
show("constant 3/2 - gamma", 1.5 - gamma, "", 5)
for f, pen in ((f_lo, pen_lo), (f_hi, pen_hi)):
    print(f"f = {f:.0f} Hz: 1/|q| = {pen*1e6:.1f} um, x = {x_of(f):.4f}")
for j in (0, 3, 6):
    print(f"f = {freqs[j]:.3f} Hz: theta in {theta[j].real:.4f} K, "
          f"out {theta[j].imag:.4f} K, V3 in {V3[j].real*1e3:.4f} mV")
show("log-law in-phase theta at 3 Hz", theta_log, "K", 5)
show("log-law out-of-phase theta", -scale * np.pi / 4, "K")
show("log-law theta drop per decade", scale * np.log(10) / 2, "K")
show("k from V3 at 3 and 30 Hz", k_two_point, "W/(m K)", 5)
show("k from 7-point fit", k_fit, "W/(m K)", 5)
show("k from grid heat equation", k_grid, "W/(m K)", 5)
show("k, half the heater width", k_half_width, "W/(m K)", 5)
show("k, 1.5 times C", k_more_C, "W/(m K)", 5)
show("k wrongly read at 3-30 kHz", k_fast, "W/(m K)")
show("x at 3 kHz", x_of(3000.0), "")
print(f"slope loss at x = {x_test}: {slope_loss:.3e}, "
      f"pi x^2/12 = {np.pi*x_test**2/12:.3e}")
show("film thickness", t_film * 1e9, "nm")
show("film k", k_film, "W/(m K)")
show("film shift at 3 Hz", P / L_heat * (with_film[0] - ideal[0]).real * 1e3, "mK")
show("film shift, thin formula", P / L_heat * film_shift(k_film, t_film) * 1e3, "mK")
show("steady temperature rise", dc_rise, "K")
show("air k", k_air, "W/(m K)")
show("radiation coefficient", h_rad, "W/(m2 K)")
change("finite width (against input)", k_fit, k_sub)
change("heat-sunk back face", k_with_sink)
change("oxide film", k_with_film)
change("metal heat capacity", k_with_metal)
change("air above", k_with_air)
change("radiation", k_with_rad)
change("finite length", k_with_ends)
change("feedback, cold R0 used", k_feedback)
change("all but feedback (against input)", k_linear_all, k_sub)
print("no test failed")
```

It prints:

```
substrate k (input): 1.1 W/(m K)
substrate C (input): 1.9 J/(cm3 K)
substrate thickness: 0.7 mm
diffusivity D: 0.5789 mm2/s
heater width 2b: 10 um
heater length L: 5 mm
resistance R0: 150 ohm
temperature coefficient alpha: 0.003 1/K
rms current: 6 mA
rms voltage V1: 0.9 V
power amplitude P: 5.4 mW
P/(pi L k): 0.3125 K
constant 3/2 - gamma: 0.92278
f = 3 Hz: 1/|q| = 123.9 um, x = 0.0403
f = 30 Hz: 1/|q| = 39.2 um, x = 0.1276
f = 3.000 Hz: theta in 1.2917 K, out -0.2451 K, V3 in 1.7438 mV
f = 9.487 Hz: theta in 1.1120 K, out -0.2445 K, V3 in 1.5012 mV
f = 30.000 Hz: theta in 0.9325 K, out -0.2429 K, V3 in 1.2589 mV
log-law in-phase theta at 3 Hz: 1.2917 K
log-law out-of-phase theta: -0.2455 K
log-law theta drop per decade: 0.3598 K
k from V3 at 3 and 30 Hz: 1.1018 W/(m K)
k from 7-point fit: 1.1017 W/(m K)
k from grid heat equation: 1.1014 W/(m K)
k, half the heater width: 1.1004 W/(m K)
k, 1.5 times C: 1.1026 W/(m K)
k wrongly read at 3-30 kHz: 2.236 W/(m K)
x at 3 kHz: 1.276
slope loss at x = 0.05: 6.531e-04, pi x^2/12 = 6.545e-04
film thickness: 100 nm
film k: 1.4 W/(m K)
film shift at 3 Hz: -4.64 mK
film shift, thin formula: -4.782 mK
steady temperature rise: 1.886 K
air k: 0.026 W/(m K)
radiation coefficient: 6.124 W/(m2 K)
k change, finite width (against input): +0.158 %
k change, heat-sunk back face: -0.008 %
k change, oxide film: -0.033 %
k change, metal heat capacity: -0.088 %
k change, air above: +2.360 %
k change, radiation: +0.045 %
k change, finite length: +1.041 %
k change, feedback, cold R0 used: -1.538 %
k change, all but feedback (against input): +3.526 %
no test failed
```
